# Adatom density between perfectly absorbing steps with desorption: a numerical check

```python
"""
Steady adatom density between two absorbing steps with desorption.

Result under test:
    (n(x) - n_eq) / (F*tau - n_eq) = 1 - cosh(x/xs) / cosh(L/(2*xs))
n     adatom density (1/nm^2)        n_eq  density held at the steps
F     deposition flux (1/nm^2/s)     tau   mean time before desorption (s)
D     diffusion coefficient (nm^2/s) xs    sqrt(D*tau) (nm)
L     terrace width (nm)             x     distance from mid-terrace (nm)
omega surface area per atom (nm^2)   d     D / attachment coefficient (nm)

The density is computed from D n'' + v n' - n/tau + F = 0 by finite
differences (v is the step velocity, zero for resting steps), and the
probabilistic meaning is tested with random walks on a lattice.
"""
import numpy as np
from scipy.integrate import simpson
from scipy.linalg import eigh_tridiagonal, solve_banded

D = 1.0e6
tau = 0.01
F = 2.0
n_eq = 0.016
L = 300.0
omega = 0.1
xs = np.sqrt(D * tau)
lam = L / (2 * xs)
u_far = F * tau - n_eq


def solve_density(width, flux, velocity=0.0, d=0.0, intervals=3000):
    """Finite-difference density; d = 0 means perfectly absorbing steps."""
    x = np.linspace(-width / 2, width / 2, intervals + 1)
    h = x[1] - x[0]
    bands = np.zeros((3, intervals + 1))
    bands[0, 1:] = D / h**2 + velocity / (2 * h)
    bands[1, :] = -2 * D / h**2 - 1 / tau
    bands[2, :-1] = D / h**2 - velocity / (2 * h)
    rhs = np.full(intervals + 1, -flux)
    if d == 0.0:
        bands[0, 1] = bands[2, -2] = 0.0
        bands[1, 0] = bands[1, -1] = 1.0
        rhs[0] = rhs[-1] = n_eq
    else:
        # Edge current D*(n - n_eq)/d, imposed through ghost points.
        assert velocity == 0.0
        bands[0, 1] = bands[2, -2] = 2 * D / h**2
        bands[1, [0, -1]] -= 2 * D / (h * d)
        rhs[[0, -1]] -= 2 * D * n_eq / (h * d)
    return x, solve_banded((1, 1), bands, rhs)


def profile(x, width):
    return 1 - np.cosh(x / xs) / np.cosh(width / (2 * xs))


# Main result, for growth and for evaporation without any flux.
x, n = solve_density(L, F)
ratio = (n - n_eq) / u_far
error_growth = np.max(np.abs(ratio - profile(x, L)))
assert error_growth < 1e-6
_, n_evap = solve_density(L, 0.0)
ratio_evap = (n_evap - n_eq) / (0.0 - n_eq)
error_evap = np.max(np.abs(ratio_evap - profile(x, L)))
assert error_evap < 1e-6

# Narrow terrace: parabola, with relative corrections of order (L/xs)^2.
L_narrow = 20.0
x_nar, n_nar = solve_density(L_narrow, F)
ratio_nar = (n_nar - n_eq) / u_far
parabola = (L_narrow**2 / 4 - x_nar**2) / (2 * xs**2)
error_narrow = np.max(np.abs(ratio_nar - parabola)) / np.max(parabola)
assert error_narrow < 0.01

# Wide terrace: exponential recovery away from one step.
L_wide = 2000.0
x_wide, n_wide = solve_density(L_wide, F)
left = x_wide <= 0
distance = x_wide[left] + L_wide / 2
ratio_wide = (n_wide[left] - n_eq) / u_far
error_wide = np.max(np.abs(ratio_wide - (1 - np.exp(-distance / xs))))
assert error_wide < 1e-4

# Slowest decay rate of a deviation from the steady state.
cells = 400
h_cell = L / cells
rates = eigh_tridiagonal(
    np.full(cells - 1, 2 * D / h_cell**2 + 1 / tau),
    np.full(cells - 2, -D / h_cell**2),
    eigvals_only=True, select="i", select_range=(0, 0))
rate_formula = 1 / tau + D * np.pi**2 / L**2
assert abs(rates[0] / rate_formula - 1) < 1e-4

# Random walks: each event is a hop to either side or a desorption.
rng = np.random.default_rng(12345)
spacing = 5.0
hop_rate = D / spacing**2
p_desorb = (1 / tau) / (2 * hop_rate + 1 / tau)

# Step-free surface: rms displacement along x before desorption.
hops = rng.geometric(p_desorb, 200000) - 1
displacement = spacing * (2 * rng.binomial(hops, 0.5) - hops)
rms = np.sqrt(np.mean(displacement.astype(float)**2))
# Statistical standard error is about 0.25 percent.
assert abs(rms / (np.sqrt(2) * xs) - 1) < 0.012


def desorption_probability(start, walkers=40000):
    """Fraction of walkers that desorb before reaching either step."""
    edge = int(round(L / (2 * spacing)))
    site = np.full(walkers, int(round(start / spacing)))
    desorbed = 0
    while site.size:
        stays = rng.random(site.size) >= p_desorb
        desorbed += site.size - np.count_nonzero(stays)
        site = site[stays]
        site = site + 2 * rng.integers(0, 2, site.size) - 1
        site = site[np.abs(site) < edge]
    return desorbed / walkers


walk_starts = (0.0, 100.0)
walk_results = [desorption_probability(s) for s in walk_starts]
for start, result in zip(walk_starts, walk_results):
    # Statistical standard error is about 0.0025.
    assert abs(result - profile(start, L)) < 0.011

# Supply to a step from the edge gradients of the computed density.
h = x[1] - x[0]
slope_left = (-3 * n[0] + 4 * n[1] - n[2]) / (2 * h)
slope_right = (3 * n[-1] - 4 * n[-2] + n[-3]) / (2 * h)
current = D * (slope_left - slope_right)
current_formula = 2 * D * u_far / xs * np.tanh(lam)
assert abs(current / current_formula - 1) < 1e-5
# The same current must equal deposition minus desorption.
balance = F * L - simpson(n, x=x) / tau
assert abs(balance / current - 1) < 1e-5
share = current / (u_far * L / tau)
assert abs(share - np.tanh(lam) / lam) < 1e-5
mean_capture = simpson(1 - ratio, x=x) / L
assert abs(mean_capture - np.tanh(lam) / lam) < 1e-6
velocity = omega * current

# Moving steps: correction to the profile and its bound.
_, n_moving = solve_density(L, F, velocity=velocity)
moving_change = np.max(np.abs(n_moving - n)) / u_far
moving_bound = velocity * xs / D
assert 1e-6 < moving_change < moving_bound

# Finite attachment: weak and strong departures from perfect absorption.
finite = {}
for d in (10.0, 200.0):
    _, n_fin = solve_density(L, F, d=d)
    ratio_fin = (n_fin - n_eq) / u_far
    denominator = np.cosh(lam) + d / xs * np.sinh(lam)
    formula_fin = 1 - np.cosh(x / xs) / denominator
    assert np.max(np.abs(ratio_fin - formula_fin)) < 1e-6
    finite[d] = (ratio_fin[len(x) // 2], ratio_fin[-1])

print(f"diffusion coefficient D = {D:.3g} nm^2/s")
print(f"lifetime tau = {tau:.3g} s")
print(f"flux F = {F:.3g} nm^-2 s^-1")
print(f"equilibrium density n_eq = {n_eq:.4f} nm^-2")
print(f"terrace width L = {L:.1f} nm")
print(f"area per atom omega = {omega:.2f} nm^2")
print(f"diffusion length xs = {xs:.2f} nm")
print(f"lambda = L/(2 xs) = {lam:.3f} (dimensionless)")
print(f"cosh(lambda) = {np.cosh(lam):.5f} (dimensionless)")
print(f"tanh(lambda) = {np.tanh(lam):.5f} (dimensionless)")
print(f"far density F tau = {F * tau:.4f} nm^-2")
print(f"far excess u_far = {u_far:.4f} nm^-2")
print(f"far supersaturation u_far/n_eq = {u_far / n_eq:.4f} (dimensionless)")
print("profile: x (nm), u/u_far numerical, u/u_far formula, n (nm^-2)")
for point in (0.0, 50.0, 100.0, 140.0, 150.0):
    i = int(np.argmin(np.abs(x - point)))
    print(f"  {point:5.1f}  {ratio[i]:.5f}  "
          f"{abs(profile(point, L)):.5f}  {n[i]:.6f}")
print(f"largest profile error, growth = {error_growth:.1e} (dimensionless)")
print(f"largest profile error, F = 0 = {error_evap:.1e} (dimensionless)")
print(f"narrow terrace width = {L_narrow:.1f} nm")
print(f"parabola error / its maximum = {error_narrow:.5f} (dimensionless)")
print(f"wide terrace width = {L_wide:.1f} nm")
print(f"exponential-law error = {error_wide:.1e} (dimensionless)")
print(f"slowest decay rate, numerical = {rates[0]:.2f} s^-1")
print(f"slowest decay rate, formula = {rate_formula:.2f} s^-1")
print(f"relaxation time = {1000 / rate_formula:.3f} ms")
print(f"step advance in that time = {velocity / rate_formula:.4f} nm")
print(f"random-walk lattice spacing = {spacing:.1f} nm")
print(f"rms displacement, random walks = {rms:.1f} nm")
print(f"sqrt(2) xs = {np.sqrt(2) * xs:.1f} nm")
for start, result in zip(walk_starts, walk_results):
    print(f"desorption probability from x = {start:.0f} nm, walks = "
          f"{result:.3f} (dimensionless)")
print(f"net current to a step, numerical = {current:.3f} nm^-1 s^-1")
print(f"net current to a step, formula = {current_formula:.3f} nm^-1 s^-1")
print(f"net supply per step length = {u_far * L / tau:.2f} nm^-1 s^-1")
print(f"captured share = {share:.4f} (dimensionless)")
print(f"step velocity = {velocity:.3f} nm/s")
print(f"growth rate v/L = {velocity / L:.5f} monolayers/s")
print(f"moving-step change of u/u_far = {moving_change:.2e} (dimensionless)")
print(f"bound v xs/D = {moving_bound:.2e} (dimensionless)")
for d, (middle, edge_value) in finite.items():
    print(f"d = {d:.0f} nm: u/u_far middle = {middle:.4f}, "
          f"edge = {edge_value:.4f} (dimensionless)")
print("all assertions hold")
```

Printed output:

```
diffusion coefficient D = 1e+06 nm^2/s
lifetime tau = 0.01 s
flux F = 2 nm^-2 s^-1
equilibrium density n_eq = 0.0160 nm^-2
terrace width L = 300.0 nm
area per atom omega = 0.10 nm^2
diffusion length xs = 100.00 nm
lambda = L/(2 xs) = 1.500 (dimensionless)
cosh(lambda) = 2.35241 (dimensionless)
tanh(lambda) = 0.90515 (dimensionless)
far density F tau = 0.0200 nm^-2
far excess u_far = 0.0040 nm^-2
far supersaturation u_far/n_eq = 0.2500 (dimensionless)
profile: x (nm), u/u_far numerical, u/u_far formula, n (nm^-2)
    0.0  0.57490  0.57490  0.018300
   50.0  0.52065  0.52065  0.018083
  100.0  0.34404  0.34404  0.017376
  140.0  0.08566  0.08566  0.016343
  150.0  0.00000  0.00000  0.016000
largest profile error, growth = 2.4e-08 (dimensionless)
largest profile error, F = 0 = 2.4e-08 (dimensionless)
narrow terrace width = 20.0 nm
parabola error / its maximum = 0.00415 (dimensionless)
wide terrace width = 2000.0 nm
exponential-law error = 4.5e-05 (dimensionless)
slowest decay rate, numerical = 209.66 s^-1
slowest decay rate, formula = 209.66 s^-1
relaxation time = 4.770 ms
step advance in that time = 0.0345 nm
random-walk lattice spacing = 5.0 nm
rms displacement, random walks = 141.3 nm
sqrt(2) xs = 141.4 nm
desorption probability from x = 0 nm, walks = 0.576 (dimensionless)
desorption probability from x = 100 nm, walks = 0.344 (dimensionless)
net current to a step, numerical = 72.412 nm^-1 s^-1
net current to a step, formula = 72.412 nm^-1 s^-1
net supply per step length = 120.00 nm^-1 s^-1
captured share = 0.6034 (dimensionless)
step velocity = 7.241 nm/s
growth rate v/L = 0.02414 monolayers/s
moving-step change of u/u_far = 6.33e-05 (dimensionless)
bound v xs/D = 7.24e-04 (dimensionless)
d = 10 nm: u/u_far middle = 0.6102, edge = 0.0830 (dimensionless)
d = 200 nm: u/u_far middle = 0.8487, edge = 0.6442 (dimensionless)
all assertions hold
```
